# LO-TO splitting of in-plane phonons in a polar monolayer, part 2

In an insulating polar monolayer in the plane $z=0$, the in-plane LO and TO phonons are degenerate at $\mathbf q=0$ and split as $q$ grows. The task is to recover the splitting law (3) from a lattice model, test it, and extend it to stacks and retardation.

Hartree atomic units are used; fields vary as $e^{i\mathbf q\cdot\mathbf x-i\omega t}$, with $q=|\mathbf q|$, $\hat{\mathbf q}=\mathbf q/q$. The lattice constant is $a$, the cell area $A$. Cation $+$ and anion $-$ have masses $m_\pm$, reduced mass $\mu$, displacements $\mathbf u_\pm$, and $\mathbf w=\mathbf u_+-\mathbf u_-$. A 3- or 4-fold axis with vertical mirrors makes in-plane tensors scalars at $q=0$.

At $q=0$, $Z^*$ is the dipole per cell per unit $\mathbf w$ at field $\mathbf E=0$, $\alpha$ the dipole per area per unit $\mathbf E$ at clamped ions, and $\omega_T$ the optical frequency at $\mathbf E=0$. With dipole per area $\mathbf P$ and $\epsilon_{env}=(\epsilon_1+\epsilon_2)/2$ from the two half spaces (1 unless stated),
$$\mathbf E=-\frac{2\pi q}{\epsilon_{env}}\,\hat{\mathbf q}\,(\hat{\mathbf q}\cdot\mathbf P).\tag{1}$$
$$\mu(\omega_T^2-\omega^2)\mathbf w=Z^*\mathbf E,\qquad \mathbf P=\frac{Z^*}{A}\mathbf w+\alpha\mathbf E .\tag{2}$$
$$\omega_{LO}^2-\omega_{TO}^2=\frac{S\,q}{\epsilon_{env}+rq},\qquad S=\frac{2\pi Z^{*2}}{A\mu},\qquad r=2\pi\alpha .\tag{3}$$
The plateau is $S/r$, the crossover $q=\epsilon_{env}/r$. In vacuum $\omega_{LO}^2/\omega_T^2=(1+r_0q)/(1+rq)$ (Lyddane-Sachs-Teller), with $r_0=r+S/\omega_T^2$.

In the lattice model, ions have rigid charges $Z_\pm=\pm Z$ and springs $R$; the anion has point polarizability $\alpha_0$. Dipoles $\mathbf p_t$ on sublattice $t$ make the field $T_{st}\mathbf p_t$ on $s$:
$$T_{st}(\mathbf q)=T^{an}_{st}(\mathbf q)-x\,\hat{\mathbf q}\hat{\mathbf q},\qquad x=\frac{2\pi q}{A},\tag{4}$$
Displacements $u=(\mathbf u_+,\mathbf u_-)$ make the field $(Fu)_s$, with
$$F_{st}=T_{st}(\mathbf q)Z_t-\delta_{st}\sum_{t'}T_{st'}(0)Z_{t'},$$
and anion row $F_-$. The energy is $\tfrac12u^\dagger\Phi u$, with $\Phi=R-\mathsf ZF-F_-^\dagger M^{-1}F_-$, $\mathsf Z=\mathrm{diag}(Z_s)$, $M=\alpha_0^{-1}-T_{--}(\mathbf q)$. Squared frequencies are eigenvalues of $\Phi_{st}/\sqrt{m_sm_t}$. Exactly,
$$\Phi(\mathbf q)=\Phi^{an}(\mathbf q)+\frac{2\pi q}{A}\,\frac{z\,z^\dagger}{1+2\pi q\,\alpha_L(\mathbf q)} .\tag{5}$$
Here "an" means built with $T^{an}$, $z^\dagger u=\hat{\mathbf q}\cdot(\mathbf d_{ion}+M_{an}^{-1}F^{an}_-u)$, $\mathbf d_{ion}=\sum_sZ_s\mathbf u_s$, and $A\alpha_L(\mathbf q)=\hat{\mathbf q}\cdot M_{an}^{-1}\hat{\mathbf q}$.

## Projection on the doublet

At $q=0$ the tensors are scalars, $T_{--}(0)$ and $T_{-+}(0)=T_{+-}(0)$. The definition of $F$ gives $F_{-+}=ZT_{-+}$ and $F_{--}=-ZT_{--}-(ZT_{-+}-ZT_{--})=-ZT_{-+}$, so $F_-u=ZT_{-+}\mathbf w$; the same steps give $(Fu)_+=ZT_{-+}\mathbf w$. With $D_0=\alpha_0^{-1}-T_{--}(0)$ and $\mathbf d_{ion}=Z\mathbf w$,
$$z^\dagger u\to Z^*\hat{\mathbf q}\cdot\mathbf w,\qquad Z^*=Z\Big(1+\frac{T_{-+}}{D_0}\Big),\qquad\alpha_L\to\alpha=\frac1{AD_0}.\tag{6}$$
The Born charges are $\pm Z^*$ and sum to zero, so the acoustic modes carry no dipole at $q=0$.

The mass-normalized optical displacement of polarization $\hat{\mathbf e}$ is $\mathbf u_\pm=\pm\hat{\mathbf e}\sqrt\mu/m_\pm$, for which $\sum m|u|^2=\mu(1/m_++1/m_-)=1$ and $\mathbf w=\hat{\mathbf e}/\sqrt\mu$. Hence $z^\dagger u=Z^*\hat{\mathbf q}\cdot\hat{\mathbf e}/\sqrt\mu$, and the second term of (5) becomes, inside the doublet, the $2\times2$ matrix $[Sq/(1+rq)]\,\hat{\mathbf q}\hat{\mathbf q}$. Its eigenvalues are $Sq/(1+rq)$ for $\hat{\mathbf e}\parallel\mathbf q$ and 0 for $\hat{\mathbf e}\perp\mathbf q$, which is (3).

The remainder starts at $q^2$. Real force constants imply $\Phi^{an}(-\mathbf q)=\Phi^{an}(\mathbf q)^*$, so the term linear in $\mathbf q$ is imaginary, and being Hermitian it is antisymmetric. In the doublet it has the form $i(\mathbf c\cdot\mathbf q)\varepsilon_{ij}$. The symbol $\varepsilon_{ij}$ is invariant under plane rotations, so $\mathbf c$ must be too, and the symmetry axis forces $\mathbf c=0$. The linear coupling to the acoustic modes acts in second order, at $q^2$. The linear term of $z$ is likewise imaginary and changes $|z^\dagger u|^2$ only at $q^2$, and $\alpha_L$ is even in $\mathbf q$ because the anions form a Bravais lattice. The law is therefore
$$\omega_{LO}^2-\omega_{TO}^2=\frac{Sq}{1+rq}+O(q^2).$$
The expansion of the first term, $Sq-Srq^2+\dots$, itself contains a $q^2$ term, so the denominator has meaning only when $Sr$ dominates the coefficient of the remainder. The remainder comes from structure on the scale of $a$ and has two parts. The analytic dipole sums, weighted by $Z^{*2}/\mu$, give a coefficient on the scale $Sa$, and the short-range dispersion gives one on the scale $\omega_T^2a^2$, which does not shrink with $Z^*$. These are dimensional estimates whose numerical prefactors can be well below one: in the worked example the total remainder divided by $q^2$ is about $-4\times10^{-4}$ Ha$^2$ bohr$^2$ at $rq=0.1$ and $-1.5\times10^{-4}$ at $rq=1$, against $Sa=2.3\times10^{-3}$. The change comes from the LO branch. The TO branch rises by $0.75\times10^{-4}q^2$ at both points, while the LO part goes from $-3.2$ to $-0.7\times10^{-4}q^2$: an analytic longitudinal dipole term common to all pairs shifts $x$ by $-cq^2$, and so shifts $x/(1+xA\alpha)$ by $-cq^2/(1+rq)^2$, which is screened. The conservative conditions are $r\gg a$ and $Sr\gg\omega_T^2a^2$; a weakly polar layer can meet the first and fail the second. In the worked example $Sr=2.3\times10^{-2}$ and $\omega_T^2a^2=4.6\times10^{-4}$ Ha$^2$ bohr$^2$. On the plateau the remainder is to be compared with $S/r$, and the unscreened part of scale $Sa\,q^2$, which is mainly the rise of the TO branch, is small against it only for $q^2ra\ll1$ up to the prefactor, which is stricter than $qa\ll1$.

With only a twofold axis normal to the layer the static field at each site still vanishes, but the optical modes are in general already split at $q=0$ by the anisotropic springs and analytic lattice sums. Equations (4) and (5) still hold, so each mode gains a term $\propto q$ with a direction-dependent slope, which is zero when $\mathbf q$ is perpendicular to the mode's dipole, and only this non-analytic part vanishes at the zone centre.

## Worked example

The model is a honeycomb layer with round parameters: $a=5$ bohr, $A=21.65$ bohr$^2$, $Z=0.25$, masses 10 u (cation) and 15 u (anion), so $\mu=10937\,m_e$, $\alpha_0=20$ bohr$^3$, and central springs $k_1=0.2$ and $k_2=0.05$ Ha/bohr$^2$ to first and second neighbours. The large $\alpha_0$ is chosen to make $r\gg a$. The model describes in-plane motion only: unstressed central springs give no out-of-plane restoring force, and with an isotropic $\alpha_0$ the Coulomb and dipole terms make the flat layer unstable out of plane, so it needs bending forces as well, which the mirror plane keeps out of the in-plane problem. The springs are taken as unstretched at $a=5$ bohr and the lattice constant is held fixed; if the first-neighbour springs carried the compression that balances the Coulomb attraction, $\omega_T$ would be 940 instead of 945 cm$^{-1}$.

The lattice sums are $T_{--}(0)=0.044137$ and $T_{-+}(0)=0.092602$ bohr$^{-3}$, so $D_0=1/20-0.044137=0.005863$ bohr$^{-3}$. The slope in $q$ of $T_{-+}$ taken from a real-space sum, with no use of (4), is $-0.2903$ bohr$^{-2}$ longitudinally and $0.0001$ transversely, against $-2\pi/A=-0.2902$ and 0. From (6),
$$Z^*=0.25\Big(1+\frac{0.092602}{0.005863}\Big)=4.20,\qquad\alpha=\frac1{21.65\times0.005863}=7.88\ \text{bohr},$$
and $r=2\pi\times7.8775=49.5$ bohr $=9.9\,a$.

At $q=0$ the three first-neighbour springs give $k_1\sum\hat{\mathbf d}\hat{\mathbf d}=\tfrac32k_1$, the second-neighbour springs join equal ions and are not stretched, $-u^\dagger\mathsf ZFu=-Z^2T_{-+}w^2$, and the dipole term is $-Z^2T_{-+}^2w^2/D_0$. So
$$\omega_T^2=\frac{0.3-0.0625\,(0.092602+0.092602^2/0.005863)}{10937}=1.854\times10^{-5}\ \text{Ha}^2,$$
or $\omega_T=4.306\times10^{-3}$ Ha $=945.1$ cm$^{-1}$. Then
$$S=\frac{0.29021\times4.1984^2}{10937}=4.677\times10^{-4}\ \text{Ha}^2\,\text{bohr},$$
equal to the slope found by diagonalizing $\Phi$. The plateau is $S/r=4.677\times10^{-4}/49.50=9.449\times10^{-6}$ Ha$^2$, which means $\omega_{LO}=1161.2$ cm$^{-1}$, 216.1 cm$^{-1}$ above $\omega_T$. The crossover lies at $1/r=0.0202$ bohr$^{-1}$, and $r_0=49.50+4.677\times10^{-4}/1.854\times10^{-5}=74.7$ bohr.

For $\mathbf q$ along a lattice vector, the splitting in $10^{-6}$ Ha$^2$ is

| $rq$ | $qa$ | lattice | law | ratio |
|---|---|---|---|---|
| 0.1 | 0.010 | 0.857 | 0.859 | 0.998 |
| 0.3 | 0.030 | 2.170 | 2.181 | 0.995 |
| 1 | 0.101 | 4.664 | 4.725 | 0.987 |
| 3 | 0.303 | 6.844 | 7.087 | 0.966 |

The lattice lies below the law by 0.2%, 0.5%, 1.3% and 3.4% of the law's value. The numerical check printed below asserts, in three directions, that this relative deviation is below $qa$ and that the unscreened law $Sq$ misses by more than $qa$. At $rq=3$ the lattice LO frequency, 1111.7 cm$^{-1}$, is slightly above $(\omega_T^2+Sq/(1+rq))^{1/2}=1111.1$ cm$^{-1}$, so the deficit there comes from the rise of the TO branch to 952.0 cm$^{-1}$. At $rq=1$ both branches contribute: LO is at 1058.0 against 1058.7, and TO has risen to 945.9 cm$^{-1}$. The ratio $\omega_{LO}^2/\omega_T^2$ there is 1.2532, against 1.2548 from $(1+r_0/r)/2$.

The linear form in $\omega$ fails early. The slope is $S/(2\omega_T)=0.0543$ Ha bohr, and at $q=0.00202$ bohr$^{-1}$ it predicts $945.1\times0.0543\times0.00202/0.004306\approx24$ cm$^{-1}$ where the lattice gives 21.6; most of the gap is the factor $1/(1+rq)=1/1.1$.

With $r/a=9.9$ the analytic dispersion takes over and the plateau is never reached: along a lattice vector the splitting is 0.78 of $S/r$ at $q=0.10$ and $0.15$ bohr$^{-1}$, 0.75 at $0.20$ and 0.61 at $0.30$, while $\omega_{LO}$ passes 1161.2 cm$^{-1}$ and keeps rising. A second lattice, with $\alpha_0=22$ bohr$^3$ and $Z=0.1$, has $r=220$ bohr $=44\,a$ and reaches 0.498 of its plateau at $rq=1$ and 0.81 at $rq=5$, against 0.500 and 0.83. For the first lattice with vacuum on one side and $\epsilon=3$ on the other, (3) gives $\epsilon_{env}=2$, slope $2.34\times10^{-4}$ Ha$^2$ bohr and crossover $0.0404$ bohr$^{-1}$.

## From one layer to the bulk

Stack $N$ layers in vacuum at spacing $c_s$, coupled only through the macroscopic in-plane field, with no out-of-plane polarizability. The potential of layer $m$ decays as $e^{-q|z|}$, so $E_n=-2\pi q\sum_mK_{nm}P_m$ with $K_{nm}=e^{-qc_s|n-m|}$. Using (2) in each layer, $E=-2\pi qK(Z^*w/A+\alpha E)$, so $E=-(1+rqK)^{-1}2\pi qK\,Z^*w/A$, and an eigenvalue $\lambda$ of $K$ gives
$$\omega^2-\omega_T^2=\frac{Sq\lambda}{1+rq\lambda}.$$
For $Nqc_s\ll1$ every entry of $K$ tends to 1, the in-phase mode has $\lambda=N$, and the slope is $NS$; three layers give 3.0000 $S$. Any finite stack thus has zero splitting at $q=0$. For $N\to\infty$ first, the in-phase mode has
$$\lambda=1+\frac{2e^{-qc_s}}{1-e^{-qc_s}}=\coth\frac{qc_s}{2}\to\frac{2}{qc_s},$$
the factor $q$ cancels, and
$$\omega_{LO}^2-\omega_T^2=\frac{2S/c_s}{1+2r/c_s}=\frac{4\pi Z^{*2}}{Ac_s\,\mu\,\epsilon_\infty},\qquad\epsilon_\infty=1+\frac{4\pi\alpha}{c_s}.$$
This is the bulk result with cell volume $Ac_s$. The limits $q\to0$ and $N\to\infty$ do not commute. The bulk value is the fraction $2r/(c_s+2r)$ of the monolayer plateau, so the formal plateau $S/r$ lies above it; the monolayer lattice of the worked example, which reaches only about 0.78 of $S/r$, stays below it. For $c_s=10$ bohr, $\epsilon_\infty=10.90$, the splitting is $8.582\times10^{-6}$ Ha$^2$ and the fraction is 0.908; 600 layers at $q=0.005$ bohr$^{-1}$ give $8.575\times10^{-6}$ Ha$^2$. Keeping the short-range interlayer dipole sums of an AA stack, like ion above like ion, lowers the bulk value by 0.02%.

## Retardation

Very near the zone centre electrostatics fails. Take $\mathbf q$ along $x$ in vacuum and a transverse-magnetic wave with $H_y\propto e^{-\kappa|z|}$, where the wave equation fixes $\kappa^2=q^2-\omega^2/c^2$. Off the sheet, the $x$ component of the Ampère-Maxwell law is $-\partial_zH_y=-(i\omega/c)E_x$. Continuity of $E_x$ makes $H_y$ odd, $H_y=\pm H_0e^{-\kappa|z|}$, so $E_x=(c/i\omega)(-\kappa H_0)$. The sheet current $-i\omega P$ fixes the jump, $-2H_0=(4\pi/c)(-i\omega P)$, or $H_0=2\pi i\omega P/c$. Therefore $E_x=-2\pi\kappa P$, which is the longitudinal part of (1) with $q\to\kappa$, and (2) gives
$$\omega^2-\omega_T^2=\frac{S\kappa}{1+r\kappa}.$$
A bound wave needs $\kappa>0$. At $\kappa=0$ the frequency is $\omega_T$, so the branch begins on the light line at $q=\omega_T/c$, and the zone centre of (3) means $\omega_T/c\ll q\ll1/r$. In the example $\omega_T/c=3.14\times10^{-5}$ bohr$^{-1}$ and $r\omega_T/c=1.6\times10^{-3}$, so this window is wide. At $q=2\omega_T/c$ the mode of a thin dielectric slab, solved from Maxwell's equations, has $\omega^2-\omega_T^2=2.538\times10^{-8}$ Ha$^2$, in agreement with the $\kappa$ law, while electrostatics gives $2.930\times10^{-8}$ Ha$^2$. Their ratio is close to $\kappa/q=\sqrt3/2$, as it must be when $\omega\simeq\omega_T$ and $rq\ll1$. The transverse branch moves too. For $\mathbf P$ along $y$ the wave equation $(\partial_z^2-\kappa^2)E_y=-(4\pi\omega^2/c^2)P\,\delta(z)$ gives $E_y=2\pi\omega^2P/(c^2\kappa)$ on the sheet, so $\omega_{TO}^2-\omega_T^2\simeq-S\omega_T^2/(c^2\kappa)$. At $q=2\omega_T/c$ this is $-S\omega_T/(\sqrt3\,c)=-8.5\times10^{-9}$ Ha$^2$; relative to $Sq$ it falls off as $(\omega_T/cq)^2$ inside the window.

## Computed values

```
a = 5.0 bohr, A = 21.6506 bohr^2, 2pi/A = 0.29021 bohr^-2
bare Z = 0.25 e, alpha0 = 20.0 bohr^3, k1 = 0.2, k2 = 0.05 Ha/bohr^2
masses = 10.0, 15.0 u, mu = 10937.3 m_e
T_aa(0) = 0.044137, T_ac(0) = 0.092602 bohr^-3
1/alpha0 - T_aa(0) = 0.005863 bohr^-3
direct-sum kink of T_ac: L -0.2903, T 0.0001 bohr^-2
Zs = 4.1984 e, alpha2D = 7.8775 bohr, r = 49.496 bohr, r/a = 9.899
wT^2 = 1.85425e-05 Ha^2, wT = 4.30610e-03 Ha = 945.1 cm^-1
S = 4.67694e-04 Ha^2 bohr, lattice slope = 4.67694e-04 Ha^2 bohr
dw_LO/dq = S/(2wT) = 0.05431 Ha bohr, over c = 3.96e-04
plateau S/r = 9.44919e-06 Ha^2, 1/r = 0.02020 bohr^-1
plateau w_LO = 5.29071e-03 Ha = 1161.2 cm^-1, splitting 216.1 cm^-1
rq, q (bohr^-1), qa, lattice and formula w_LO^2-w_TO^2 (Ha^2), ratio; q along x
 0.1 0.00202 0.010 8.5740e-07 8.5902e-07 0.9981
     lattice LO 966.7, TO 945.1, formula LO 966.7 cm^-1
 0.3 0.00606 0.030 2.1697e-06 2.1806e-06 0.9950
     lattice LO 998.9, TO 945.1, formula LO 999.1 cm^-1
 1.0 0.02020 0.101 4.6641e-06 4.7246e-06 0.9872
     lattice LO 1058.0, TO 945.9, formula LO 1058.7 cm^-1
 3.0 0.06061 0.303 6.8439e-06 7.0869e-06 0.9657
     lattice LO 1111.7, TO 952.0, formula LO 1111.1 cm^-1
r0 = 74.719 bohr; at rq=1 w_LO^2/wT^2 lattice 1.2532, LST 1.2548
model B: alpha0 = 22.0 bohr^3, Z = 0.1 e, Zs = 7.127 e, r = 220.2 bohr, r/a = 44.0
model B plateau fraction: rq=1 0.4983 (law 0.5000), rq=5 0.8135 (law 0.8333)
eps1,eps2 = 1.0,3.0: eps_env = 2.0, slope 2.3385e-04 Ha^2 bohr, crossover 0.04041 bohr^-1
stack spacing = 10.0 bohr, eps_inf = 10.8991, 3-layer slope/S = 3.0000
bulk splitting = 8.58222e-06 Ha^2, 600 layers at q=0.005 bohr^-1: 8.57481e-06 Ha^2
bulk/plateau = 0.9082
wT/c = 3.1423e-05 bohr^-1, r wT/c = 1.555e-03
at q=2wT/c: slab 2.5381e-08, kappa law 2.5381e-08, electrostatic 2.9302e-08 Ha^2
```
